# Does a Fano Factor of 1/3 Prove Phase Coherence?

**Comment on the claim of coherent transport**

The argument under review runs as follows. The shot noise of a long metallic wire has been measured, and its slope against current gives a Fano factor near 1/3. The theory of coherent scattering in a disordered wire predicts 1/3. The electrons therefore keep their phase from one end to the other.

The measurement and the coherent theory may both be right, yet the conclusion needs one more premise: that a wire without phase coherence would give a different number. The authors have not examined it. I do so here by computing the noise without any phases.

**Conventions**

I use atomic units and measure temperature $T$ and bias $V$ as energies. Current $I$ counts electrons flowing from left to right, the left reservoir having the higher electrochemical potential. The noise is one-sided, $S=2\int dt\,\langle\delta I(0)\,\delta I(t)\rangle$, taken at low frequency, and $F=S/(2I)$ when $T\ll V$. The wire has length $L$, cross-section $A$ and mean free path $\ell\ll L$; position is $x=sL$. Impurity scattering is elastic and isotropic, with time $\tau$. Until stated otherwise, electrons exchange no energy with each other or with the lattice.

**The mean distribution**

Let $E$ be the total energy, so that the electric field does not appear explicitly. Since $V$ is small compared with the Fermi energy, the speed $v$ and the density of states $\nu$ are constants. Write the occupation as $f(x,E)+f_1(x,E)\cos\theta$, where $\theta$ is the angle to the wire. The steady kinetic equation is

$$v\cos\theta\,\partial_x(f+f_1\cos\theta)=-\frac{f_1\cos\theta}{\tau}.$$

Its angular average, with $\langle\cos^2\theta\rangle=1/3$, gives $\partial_x f_1=0$. Multiplying by $\cos\theta$ and averaging gives $f_1=-v\tau\,\partial_xf$. Together these give $\partial_x^2f=0$, and up to end corrections of order $\ell/L$,

$$f=(1-s)f_L+s f_R .$$

At low temperature this has two steps: between the two reservoir potentials the occupation is $1-s$. The particle current density per unit energy is $\nu v f_1/3=-\nu D\,\partial_xf$, with $D=v^2\tau/3$. Integration over energy gives $I=GV$, with $G=\sigma A/L$ and $\sigma=\nu D$.

**The noise source**

The Boltzmann–Langevin assumption is that scattering events are independent, with the mean rate allowed by the Pauli principle. Per unit volume and energy, this rate is $\nu f(1-f)/\tau$ to leading order in the anisotropy. An event that turns velocity $\mathbf v$ into $\mathbf v'$ changes the electron's subsequent mean displacement by $(\mathbf v'-\mathbf v)\tau$. For independent isotropic directions,

$$\langle(v'_x-v_x)^2\rangle=\frac{v^2}{3}+\frac{v^2}{3}=\frac{2v^2}{3}.$$

The variance of a Poisson sum is the rate times the mean square of one contribution, here

$$\frac{\nu f(1-f)}{\tau}\,\tau^2\,\frac{2v^2}{3}=2\nu D f(1-f).$$

Integrated over the cross-section, the source current $J$ therefore obeys

$$\langle J(x,t)J(x',t')\rangle=2\sigma A\,\delta(x-x')\delta(t-t')\int dE\,f(1-f).$$

The total fluctuation also contains the response of the electrochemical potential $\mu$:

$$\delta I=J-\sigma A\,\partial_x\delta\mu.$$

At low frequency, charge neutrality makes $\delta I$ independent of $x$. Integrating over the wire removes the gradient, because $\delta\mu=0$ at both reservoirs. Thus $\delta I=L^{-1}\int J\,dx$, and

$$S=\frac{2}{L^2}\int dx\,2\sigma A\int dE\,f(1-f)
=4G\int_0^1ds\int dE\,f(1-f).$$

At zero temperature the energy integral is $Vs(1-s)$, so $S=4GV/6$ and

$$F=\frac{4GV/6}{2GV}=\frac13 .$$

No phase has entered. The noise comes from partly filled states inside the wire, and the average of $s(1-s)$ fixes the number.

**Finite temperature**

The linear distribution gives

$$f(1-f)=(1-s)^2f_L(1-f_L)+s^2f_R(1-f_R)+s(1-s)C,$$

with $C=f_L(1-f_R)+f_R(1-f_L)$. For each reservoir $f(1-f)=-T\,df/dE$, whose integral is $T$. For the cross term, Fermi functions satisfy $f_R(1-f_L)=e^{-V/T}f_L(1-f_R)$. Also $f_L-f_R=f_L(1-f_R)-f_R(1-f_L)$. Hence

$$C=\frac{1+e^{-V/T}}{1-e^{-V/T}}(f_L-f_R),\qquad
\int dE\,C=V\coth\frac{V}{2T}.$$

The position averages of $(1-s)^2$, $s^2$ and $s(1-s)$ are $1/3$, $1/3$ and $1/6$, so

$$S=\frac{2G}{3}\left[4T+V\coth\frac{V}{2T}\right].$$

As $V\to0$, $V\coth(V/2T)\to2T$ and $S\to4GT$, the equilibrium Johnson noise. For $V\gg T$ the slope $dS/dV$ is $2G/3$, again a Fano factor of 1/3.

**A classical chain as an independent check**

One may ask whether the independent-event assumption hides something. Consider particles on a chain of $n$ sites, at most one per site. A particle hops to either neighbouring site at unit rate if that site is empty. Particles enter the first site, when it is empty, and leave the last site at unit rate. This is a classical model of one energy inside the bias window.

Solving its master equation for the mean and variance of the transferred number gives Fano factors 0.44444, 0.40000, 0.38095 and 0.37037 for $n=2,4,6,8$. These four values agree with $\frac13[1+1/(n+1)]$ to the digits shown. Extrapolation in $1/(n+1)$ from the pair 4 and 6 and from the pair 6 and 8 gives the same limit, 0.33333. This is numerical evidence rather than a proof for infinite $n$, but every finite result comes from a model that has no phases.

**Why the coherent theory agrees**

Now keep all phases. At zero temperature each incoming state is transmitted with probability $T_n$, and one attempt has variance $T_n(1-T_n)$. Summing independent attempts gives

$$F=\frac{\sum_nT_n(1-T_n)}{\sum_nT_n}=1-\frac{m}{g},$$

where $g=\sum_nT_n$ and $m=\sum_nT_n^2$. For the ensemble average I take the ratio of averages.

Let the wire have $N$ channels, transmission matrix $t$ and reflection matrix $r$ for waves arriving from its right end. Add a thin slice of reflection probability $\delta$, with reflection matrix $\sqrt\delta\,\rho$, where $\rho$ is a random unitary matrix. Repeated reflections between wire and slice change $t$ into $t_2(1-\sqrt\delta\,r\rho)^{-1}t$, with $t_2^\dagger t_2=1-\delta$. Put $X=r\rho$ and $Q=tt^\dagger$, so that $g=\mathrm{tr}\,Q$ and $m=\mathrm{tr}\,Q^2$. The new transmission sums are $\mathrm{tr}\,Q(1+K)$ and $\mathrm{tr}\,[Q(1+K)]^2$, where to order $\delta$

$$K=\sqrt\delta\,(X+X^\dagger)+\delta\,(X^\dagger X+X^2+X^{\dagger2}-1).$$

The random phase of $\rho$ removes averages with unequal numbers of $\rho$ and $\rho^\dagger$. For any matrix $B$, $\langle\rho B\rho^\dagger\rangle=\langle\rho^\dagger B\rho\rangle=\mathrm{tr}B/N$ times the unit matrix. Unitarity gives $rr^\dagger=1-Q$, so $\mathrm{tr}\,r^\dagger r=N-g$ and

$$\langle K\rangle=\delta\left(\frac{N-g}{N}-1\right)=-\delta\,\frac gN .$$

The change of $g$ is therefore $-\delta g^2/N$. For $m$, the term linear in $K$ gives $2\,\mathrm{tr}\,Q^2\langle K\rangle=-2\delta gm/N$. The quadratic term gives

$$2\delta\langle\mathrm{tr}\,QXQX^\dagger\rangle
=2\delta\,\frac gN\,\mathrm{tr}\,Qrr^\dagger
=2\delta\,\frac gN(g-m).$$

Let $\lambda$ be the accumulated $\delta$. At leading order for $g\gg1$, averages of products factorize, and

$$\frac{dg}{d\lambda}=-\frac{g^2}{N},\qquad
\frac{dm}{d\lambda}=\frac{2g}{N}(g-2m).$$

For $\phi=m/g$ the quotient rule gives

$$\frac{d\phi}{d\lambda}=\frac{2g}{N}(1-2\phi)+\frac gN\phi=\frac gN(2-3\phi).$$

Since $g=N/(1+\lambda)$ and $\phi(0)=1$, the solution is $\phi=\frac23+\frac13(1+\lambda)^{-3}$, hence

$$F=\frac13\left[1-\frac1{(1+\lambda)^3}\right].$$

A short wire transmits almost perfectly and is quiet. A long one approaches 1/3, provided it stays far from localization, where $g\gg1$ fails. The two theories thus agree at leading order in the diffusive regime.

A simulation with 50 channels, 32 random slices of transmission 0.80 and 60 samples, keeping all phases, gave $F=0.3374$. The mean of $g$ was $5.625\pm0.036$, against 5.556 from classical addition of the slices; the gap is within the scatter of 60 samples. Phases did appear elsewhere: redrawing the random matrices at fixed slice transmission made $g$ scatter about its mean with a standard deviation of 0.281 (uncertain by about 9%; the value for a long wire in this symmetry class is $1/\sqrt{15}=0.258$), while the classical value stayed put. A sensitivity of this kind is what the authors should look for, for instance in the conductance as a weak magnetic field alters the phases. Its size matters as well as its presence: a wire several dephasing lengths long still shows such fluctuations, but they are smaller than in a fully coherent wire.

**What changes the number**

Suppose that electrons collide among themselves often enough to form a local Fermi distribution of temperature $T_e(s)$. If the collisions conserve total momentum, they add no current source, and the formula for $S$ in terms of $f$ remains. They also conserve particle number and energy. The integrals of $\nu f$ and $\nu Ef$ over the total energy $E$, counted from a fixed filled sea, therefore still vary linearly along the wire. (The electron density itself stays uniform, because the band bottom follows the electric potential.) With energies measured from the right reservoir's potential, number gives $\mu=V(1-s)$. The energy density of a Fermi distribution, divided by $\nu$ and relative to a filled sea up to zero, is $\mu^2/2+\pi^2T_e^2/6$. Its linear variation requires

$$\frac{\mu^2}{2}+\frac{\pi^2T_e^2}{6}=(1-s)\frac{V^2}{2}+\frac{\pi^2T^2}{6},$$

$$T_e^2=T^2+\frac{3}{\pi^2}V^2s(1-s).$$

Now $\int dE\,f(1-f)=T_e$, so $S=4G\int T_e\,ds$. At $T=0$, $\int_0^1\sqrt{s(1-s)}\,ds=\pi/8$ gives $S=\frac{\sqrt3}{2}GV$ and $F=\sqrt3/4\approx0.433$.

Strong cooling by the lattice acts the other way. If it holds $T_e=T$ everywhere, then $S=4GT$, and the shot noise disappears. Starting from hot electrons and gradually strengthening the cooling, $F$ falls continuously from 0.433 towards zero and passes 1/3 on the way. A single value of 1/3 therefore does not even prove elastic transport. It supports weak energy exchange once such a compensation has been excluded, for example by varying the length.

**Can a wire lose phase but keep its energy distribution?**

Two estimates, with uncertain factors of order one, suffice. Let $R'$ be the resistance per length. Johnson noise of temperature $T_N$ across a length $L_\varphi$ gives an electron a phase variance $2T_NR'L_\varphi\tau_\varphi$ in time $\tau_\varphi$. Setting this to one, with $L_\varphi^2=D\tau_\varphi$, gives $L_\varphi^3=D/(2T_NR')$. From $S=4GT_N$, the noise temperature is $T_N=F_{\rm tot}V/2$, where $F_{\rm tot}=S/(2I)$ includes thermal noise.

Exchanging an energy of order $V$ requires fluctuations at frequencies of order $V$, which act over a length $L_V=\sqrt{D/V}$. The corresponding rate is about $VR'L_V$, so the energy relaxation length obeys $L_E^2=D/(VR'L_V)=L_V/R'$. The ratio is

$$\left(\frac{L_E}{L_\varphi}\right)^3=\frac{F_{\rm tot}}{\sqrt{R'L_V}} .$$

In a good metal the resistance $R'L_V$ is small in atomic units, so with $F_{\rm tot}$ near 1/3 phase is lost over a shorter distance than energy. The ratio $L_E/L_\varphi$ grows only as $(R'L_V)^{-1/6}$; for the copper wire below it is 2.7, comparable to the factors left out, so the window between the two lengths is narrow. The estimate assumes $V\gg T$ and a wire whose width and thickness are below $L_V$, which is about 190 nm for the copper wire below.

**Numbers for a copper wire**

Take fcc-Cu with free-electron density 85.0 nm$^{-3}$, Fermi energy 7.05 eV and Fermi velocity $1.575\times10^6$ m/s. A rough mean free path of 20 nm for an impure film gives $D=v\ell/3=105$ cm$^2$/s. The density of states is $1.5\times85.0/7.05=18.1$ eV$^{-1}$nm$^{-3}$, so the conductivity is about $3.04\times10^7$ S/m. A wire 10000 nm long, 100 nm wide and 50 nm thick then has resistance 65.7 $\Omega$. At 0.2 mV it carries 3.04 $\mu$A.

At 0.020 K, $V/T=116.0$, and elastic theory gives

$$\frac{S}{2I}=\frac13\left(1+\frac4{116.0}\right)=0.345,$$

or $S=3.36\times10^{-25}$ A$^2$/Hz. The slope gives 0.3333.

The estimates are $L_\varphi\approx4000$ nm and $L_E\approx11000$ nm. By these estimates the wire is about 2.5 dephasing lengths long, yet slightly shorter than its energy relaxation length. This does not make it incoherent. With exponential dephasing and $y=L/L_\varphi$, the fraction $3(\coth y/y-1/y^2)$ of the weak-localization correction survives, 73% at $y=2.5$. The estimate of $L_\varphi$ is also on the short side, because two paths feel only the voltage noise across the distance between them, and the noise vanishes at the reservoirs. Averaging over diffusing paths brings the effective $y$ down to about 1 and leaves roughly three quarters of the interference between paths that cross the wire. The wire is therefore only partly dephased. A value near 1/3 is expected whatever the degree of dephasing, but this example does not reach the fully incoherent case. The margin on the energy side is small, so I relaxed $f$ towards the hot local distribution at a rate $1/\tau_E$. With $L^2/(D\tau_E)=0.86$, $S/(2I)$ rises from 0.345 to 0.355; at three times that rate it reaches 0.369, 7% above the elastic value. These shifts inherit the uncertain factor in $\tau_E$ and show only the order of magnitude; the actual rise could be a few times smaller.

Among the effects estimated here, electron–electron energy exchange is thus the one most likely to shift the noise of this wire, at this bias, from the elastic value. Phonons matter less here: with a rough coupling constant of $2\times10^9$ W m$^{-3}$K$^{-5}$ and the hot-electron profile, they remove about 0.9% of the Joule power. As long as the share is small it grows as $V^3L^2$. In the same wire at 1 mV it would no longer be small, and the electron temperature would have to be found with phonon cooling included. The temperature of 0.020 K is demanding for electrons. At 0.1 K the thermal term $4T/(3V)$ would grow from 0.011 to 0.057, which is why the slope should be quoted. Heating of the reservoirs is not included, nor are magnetic impurities, which in real copper wires at these temperatures often dominate both dephasing and energy exchange and shorten both lengths. If the whole wire were coherent, conductance fluctuations would be about 0.13% of $G$ (from $1/\sqrt{15}$; the 60-sample value 0.281 gives 0.14%) at temperature and bias well below $D/L^2$. This figure is for a wire in a magnetic field without spin-orbit scattering; in real copper, spin-orbit scattering can reduce it by a factor of about two. Here temperature and bias are both larger than $D/L^2$, and averaging over energy makes the fluctuations of $I/V$ smaller still. A search for them therefore needs a much finer relative precision than telling a Fano factor of 1/3 from the hot-electron value 0.433.

**Recommendation**

The claim of coherence should be withdrawn unless phase-sensitive data show that it extends over the whole length. The noise data can instead be used to test energy relaxation, by following the slope as the length changes at fixed bias and temperature. The numerical output below lists the values used here. Its entries for a bimodal distribution refer to $T_n=1/\cosh^2u$ with $u$ uniform, which has the same ratio $m/g=2/3$ as the long-wire limit above.

## Computed values

```
CLASSICAL EXCLUSION CHAIN (no phases)
Fano factor, 2 sites: 0.44444
Fano factor, 4 sites: 0.40000
Fano factor, 6 sites: 0.38095
Fano factor, 8 sites: 0.37037
Fano factor, infinite chain: 0.33333
COHERENT RANDOM WIRE
channels 50, slices 32, samples 60
transmission of one slice: 0.80
mean sum of transmissions: 5.625
classical series value: 5.556
rms sample-to-sample change of the sum: 0.281
Fano factor, simulated: 0.3374
Fano factor, bimodal distribution: 0.33333
<T^3>/<T>, simulated: 0.5274
<T^3>/<T>, bimodal distribution: 0.5333
COPPER WIRE, INPUTS
lattice constant: 0.361 nm
mean free path (rough): 20 nm
length: 10000 nm
width: 100 nm, thickness: 50 nm
temperature: 0.020 K, kT: 1.723e-06 eV
bias energy: 2.0e-04 eV, bias/kT: 116.0
phonon constant (rough): 2.0e+09 W/(m^3 K^5)
COPPER WIRE, RESULTS
electron density: 85.0 per nm^3
Fermi energy (free electrons): 7.05 eV
Fermi velocity: 1.575e+06 m/s
diffusion constant: 105.0 cm^2/s
resistance: 65.7 ohm
current: 3.043 uA
diffusion time: 9.52 ns
noise S, elastic: 3.362e-25 A^2/Hz
S/(2eI), elastic, at this temperature: 0.3448
Fano factor from slope of S: 0.3333
NEGLECTED EFFECTS
dephasing length (estimate): 3971 nm
energy relaxation length (est.): 10779 nm
gamma (estimate): 0.86
S/(2eI) with this gamma: 0.3548
S/(2eI) with three times gamma: 0.3689
S/(2eI), gamma = 2000: 0.4313
S/(2eI), full electron equilibrium: 0.4334
hot-electron Fano factor, zero temperature: 0.4330
S/(2eI), lattice cooling, gamma = 2000: 0.0376
highest hot-electron temperature: 0.640 K
phonon power / Joule power: 0.0087
mean free path / length: 0.0020
rms dG/G if fully coherent: 1.43e-03
```
